# Average ternary interdiffusivities from successive moments of the interdiffusion flux

## A coefficient outside its own range

A Ni-Cr-Al diffusion couple is modelled at 1100 °C for 100 h. On its Al-rich side the cross coefficient $D_{21}$, which drives Cr down an Al gradient, lies between 0.150 and 0.371 in units of $10^{-10}$ cm²/s. The average of $D_{21}$ obtained there from moments of the flux is about 0.075. On an interval 20 µm wide, where the true value at the centre is 0.229, the same method returns −0.080.

Neither number is a numerical error. To see what they mean, we derive the averages and ask what is being averaged.

## Setting and conventions

Two alloys are joined at a plane and annealed for a time $t$ at fixed temperature. We assume one phase, constant molar volume, and alloys thick enough for their far ends to keep their compositions. Component 3 is dependent. With fluxes in the volume-fixed frame,

$$J_i=-\sum_{j=1}^{2}D_{ij}\,\frac{\partial C_j}{\partial x},\qquad i=1,2. \tag{1}$$

The coefficients may depend on composition. A prime denotes $\partial/\partial x$ at the final time.

## The flux from the profile alone

The initial step contains no length, and $D_{ij}$ depends on position and time through composition only. The profiles therefore depend on $x$ and $t$ through $\lambda=\xi/\sqrt t$, where $\xi=x-x_0$. Then

$$\frac{\partial C_i}{\partial t}=-\frac{\xi}{2t}\frac{\partial C_i}{\partial x},
\qquad \frac{\partial C_i}{\partial t}=-\frac{\partial J_i}{\partial x},$$

the second equation being conservation. Equating them gives $dJ_i=(\xi/2t)\,dC_i$ at fixed $t$. The flux vanishes in the left alloy, so

$$J_i(x)=\frac{1}{2t}\int_{C_i^{-}}^{C_i(x)}\xi\,dC_i
=\frac{1}{2t}\left[\xi\,(C_i-C_i^-)-\int_{-\infty}^{x}(C_i-C_i^-)\,dx'\right]. \tag{2}$$

The second form follows by parts and needs no slope of the measured profile.

The flux must also vanish in the right alloy. Hence $\int\xi\,dC_i=0$ over the whole couple. For a component whose two end compositions differ, this fixes $x_0$, the Matano plane. If both components qualify, they must give the same $x_0$; a disagreement signals bad data or a broken assumption.

## Two moments, two equations

Choose an interval $x_1<x<x_2$, multiply (1) by $\xi^n$ and integrate:

$$\int_{x_1}^{x_2}\xi^nJ_i\,dx=-\sum_j\int_{x_1}^{x_2}\xi^nD_{ij}\,dC_j. \tag{3}$$

For each $i$ there are two unknown functions, $D_{i1}$ and $D_{i2}$. We replace them by constants $\bar D_{i1}$ and $\bar D_{i2}$, and require the same two constants to satisfy (3) for $n=0$ and $n=1$. This is the closure of the method, and for variable $D$ it is a definition.

For $n=0$ the composition integral is a difference. For $n=1$, equation (2) gives

$$\int_{x_1}^{x_2}\xi\,dC_j=2t\,[J_j(x_2)-J_j(x_1)].$$

The minus sign in (3) reverses both differences, so

$$\int_{x_1}^{x_2}J_i\,dx=\sum_j\bar D_{ij}\,[C_j(x_1)-C_j(x_2)], \tag{4}$$

$$\int_{x_1}^{x_2}\xi J_i\,dx=2t\sum_j\bar D_{ij}\,[J_j(x_1)-J_j(x_2)]. \tag{5}$$

These are Dayananda's equations: two for each of two fluxes, hence four for four coefficients. Write

$$p_j=C_j(x_1)-C_j(x_2),\quad q_j=2t[J_j(x_1)-J_j(x_2)],$$
$$a_i=\int J_i\,dx,\quad b_i=\int\xi J_i\,dx .$$

Eliminating one unknown at a time from $a_i=\bar D_{i1}p_1+\bar D_{i2}p_2$ and $b_i=\bar D_{i1}q_1+\bar D_{i2}q_2$ gives

$$\bar D_{i1}=\frac{a_iq_2-b_ip_2}{\Delta},\qquad
\bar D_{i2}=\frac{b_ip_1-a_iq_1}{\Delta},\qquad
\Delta=p_1q_2-p_2q_1. \tag{6}$$

If $D$ is constant on the interval, (3) contains these same equations with the true coefficients. The solution is then the true matrix, provided $\Delta\neq0$.

Moving the origin of the first moment by $s$ subtracts $s$ times (4) from (5), which leaves the solution unchanged. The fluxes themselves still require the correct $x_0$.

## When the equations fail

Let $\Delta C_j=C_j(x_2)-C_j(x_1)=-p_j$ and define the centroid of each composition change,

$$c_j=\frac{1}{\Delta C_j}\int_{x_1}^{x_2}\xi\,dC_j .$$

Then $q_j=-c_j\Delta C_j$, and

$$\Delta=\Delta C_1\,\Delta C_2\,(c_2-c_1). \tag{7}$$

When neither $\Delta C_j$ is zero, the two components must therefore change at different mean positions. An interval that spans the Matano plane can violate this by its choice of ends: with constant $D$, every interval symmetric about the plane does. With variable $D$ an interval lying wholly on one side of the plane can do so too. The separation $c_2-c_1$ should therefore be checked for each interval. Two further cases deserve attention.

*Straight composition path.* If $dC_2=\beta\,dC_1$ with constant $\beta$, the centroids coincide. Only the combination $D_{i1}+\beta D_{i2}$ then enters the flux, and no moment can separate its parts. With constant $D$ this happens when the composition step is an eigenvector of $D$.

*The whole couple.* The definition of the Matano plane makes both first moments zero, so $c_1=c_2=0$. Here the second moment can replace the first, unless the path is straight or the new determinant vanishes for another reason:

$$\int\xi^2J_i\,dx=-\sum_j\bar D_{ij}\int\xi^2\,dC_j .$$

This was tested on the analytic error-function profile for a constant matrix with entries $D_{11},D_{12},D_{21},D_{22}$ equal to 1.6, 0.3, 0.3, 0.7, in $10^{-10}$ cm²/s. The zeroth and second moments over the whole couple returned these values. On the left half the centroids are −64.16 and −51.24 µm, so (4) and (5) can be solved there. On four intervals, including one 20 µm wide, they recovered the matrix to $6\times10^{-6}$ in the same unit.

## What is averaged when D varies

Define $d\Phi_i=D_{i1}\,dC_1+D_{i2}\,dC_2$ with the true coefficients. By (1), $J_i\,dx=-d\Phi_i$, so $a_i=-\int d\Phi_i$ and $b_i=-\int\xi\,d\Phi_i$. Insert these with $p_2=-\Delta C_2$ and $q_2=-c_2\Delta C_2$:

$$a_iq_2-b_ip_2=c_2\Delta C_2\int d\Phi_i-\Delta C_2\int\xi\,d\Phi_i
=\Delta C_2\int(c_2-\xi)\,d\Phi_i .$$

Division by (7) gives

$$\bar D_{i1}=\frac{1}{\Delta C_1}\int_{x_1}^{x_2}\frac{c_2-\xi}{c_2-c_1}\,
\bigl(D_{i1}\,dC_1+D_{i2}\,dC_2\bigr), \tag{8}$$

and $\bar D_{i2}$ follows by exchanging 1 and 2. Two integrals show how (8) works:

$$\frac{1}{\Delta C_1}\int\frac{c_2-\xi}{c_2-c_1}\,dC_1=\frac{c_2-c_1}{c_2-c_1}=1,\qquad
\int\frac{c_2-\xi}{c_2-c_1}\,dC_2=\frac{c_2-c_2}{c_2-c_1}\,\Delta C_2=0 .$$

A constant $D_{i1}$ therefore contributes exactly its own value to $\bar D_{i1}$, and a constant $D_{i2}$ contributes nothing. A varying $D_{i2}$ does contribute. Moreover, the weight changes sign at $\xi=c_2$ when that point lies inside the interval, so the result need not stay within the range of $D_{i1}$.

The plain path average $\int D_{ij}\,dC_j/\Delta C_j$ is a different quantity. It satisfies (4) by construction, but not in general (5).

## The limit of a narrow interval

It is tempting to recover local coefficients by shrinking the interval. Let its centre be $x_m$, its width $h$, and $s=x-x_m$. We may take the first moment about $x_m$. For smooth profiles, to leading order in $h$,

$$\int J_i\,dx=hJ_i,\qquad \int sJ_i\,dx=\frac{h^3}{12}J_i',$$
$$\int C_j'\,dx=hC_j',\qquad \int sC_j'\,dx=\frac{h^3}{12}C_j'' ,$$

because $\int s\,ds=0$ and $\int s^2ds=h^3/12$. The powers of $h$ cancel, and the method solves

$$J_i=-\sum_j\bar D_{ij}C_j',\qquad J_i'=-\sum_j\bar D_{ij}C_j'' .$$

Differentiating the true law (1) gives instead

$$J_i'=-\sum_jD_{ij}C_j''-\sum_jD_{ij}'C_j' .$$

The last term has been dropped. Let $B_{ij}=\bar D_{ij}-D_{ij}$ and $g_i=\sum_jD_{ij}'C_j'$. Subtraction leaves

$$B_{i1}C_1'+B_{i2}C_2'=0,\qquad B_{i1}C_1''+B_{i2}C_2''=g_i .$$

The first equation gives $B_{i2}=-B_{i1}C_1'/C_2'$. With $\kappa_j=C_j''/C_j'$, the second becomes $B_{i1}C_1'(\kappa_1-\kappa_2)=g_i$. Hence

$$B_{i1}=-\frac{g_i}{C_1'(\kappa_2-\kappa_1)},\qquad
B_{i2}=\frac{g_i}{C_2'(\kappa_2-\kappa_1)}. \tag{9}$$

The bias does not contain $h$. The variation of $D$ across the interval falls as $h$, but the centroid separation falls faster, as $c_2-c_1=h^2(\kappa_2-\kappa_1)/12$. The weight in (8) therefore grows as $1/h$, and the product stays finite. Both coefficients of row $i$ are local only where $g_i=0$. As written, the formula requires nonzero slopes and $\kappa_1\neq\kappa_2$. Where $\kappa_1$ approaches $\kappa_2$ with $g_i\neq0$ the bias diverges; in the example below this happens about 28 µm to the right of the Matano plane.

## The Ni-Cr-Al example

Let 1 be Al, 2 be Cr, and Ni the dependent component. Atom fractions $N_j$ replace concentrations and $J_i$ is multiplied by the molar volume. Then $2tJ_i$ is a length and $\int J_i\,dx$ has the unit of a diffusivity. The left alloy holds 8.0 at.% Al and 5.0 at.% Cr, the right alloy 1.0 and 20.0 at.%. The model law, in $10^{-10}$ cm²/s, is

$$D_{11}=1+8N_1+2N_2,\qquad D_{12}=4N_1,$$
$$D_{21}=3N_2,\qquad D_{22}=0.5+2N_1+N_2 .$$

Each cross term vanishes with the component it moves, since an absent component cannot carry a flux. The profile came from a time-dependent numerical solution that does not use $\lambda$. Fluxes from (2) agreed with those from (1) to 0.024 % of the peak flux.

For the left side, −600 to 0 µm, the inputs to (6) are:

| | Al | Cr |
|---|---|---|
| $p_j$ | 0.03578 | −0.07358 |
| $q_j$ (µm) | −2.5605 | 3.8259 |
| $a_i$ ($10^{-10}$ cm²/s) | 0.04197 | −0.04324 |
| $b_i$ ($10^{-10}$ cm²/s µm) | −3.3146 | 2.1959 |

The determinant is

$$\Delta=0.03578(3.8259)-(-0.07358)(-2.5605)=0.13689-0.18840=-0.05151\ \text{µm}.$$

For the Al flux,

$$\bar D_{11}=\frac{0.16057-0.24389}{-0.05151}=1.62,\qquad
\bar D_{12}=\frac{-0.11860+0.10746}{-0.05151}=0.216 .$$

For the Cr flux,

$$\bar D_{21}=\frac{-0.16543+0.16157}{-0.05151}=0.075,\qquad
\bar D_{22}=\frac{0.07857-0.11072}{-0.05151}=0.624 .$$

Unrounded inputs on the 2 µm mesh give 0.074 for $\bar D_{21}$, and a mesh-converged profile gives 0.075. The third decimal of the averages quoted in this text is uncertain by about one unit for the same reason. In SI units the largest coefficient is $1.6\times10^{-14}$ m²/s. The numerator of $\bar D_{21}$ is a small difference of two nearly equal products, so this coefficient is the most delicate of the four relative to its size.

## Reading the averages

The left-side centroids are $c_1=-71.56$ µm and $c_2=-51.99$ µm. In (8) the weight for $\bar D_{21}$ is therefore $(-51.99-\xi)/19.57$, with $\xi$ in µm. It equals $+1$ at $c_1$, zero at $c_2$ and −2.7 at the Matano plane. The coefficient $D_{21}=3N_2$ is large near that plane, where Cr has risen to 12.4 at.%, and small in the left alloy. High values thus enter with negative weight, which pulls the average below the path average of 0.240.

Variation of $D_{22}$ also enters, but on this side $D_{22}$ spans 0.701 to 0.712 while $D_{21}$ spans 0.150 to 0.371. (The output lists 0.368, the value at the last cell centre, 1 µm short of the Matano plane.) Taken separately in (8), the $D_{21}$ term gives about 0.066 and the $D_{22}$ term about $+0.009$. The variation of $D_{21}$ itself thus causes the downward shift, and $D_{22}$ offsets it slightly. Evaluating (8) with the true law gives 1.617, 0.216, 0.075 and 0.624, in agreement with the moment solution.

On the right side $\bar D_{21}$ is about 0.65. The true $D_{21}$ there runs from 0.371 at the Matano plane to 0.600 in the right alloy, with a maximum of 0.602 where Cr slightly overshoots, so the average lies above the whole range. The path average there is 0.509. The sign of the shift thus depends on the side.

For an interval centred at −60 µm the results, in $10^{-10}$ cm²/s, are:

| Case | 11 | 12 | 21 | 22 |
|---|---|---|---|---|
| 80 µm wide | 1.371 | 0.119 | −0.076 | 0.563 |
| 20 µm wide | 1.379 | 0.128 | −0.080 | 0.564 |
| limit (9) | 1.379 | 0.128 | −0.080 | 0.564 |
| true local | 1.653 | 0.250 | 0.229 | 0.701 |

The averages converge, but not to the local matrix. Equation (9) also requires $B_{i1}/B_{i2}=-C_2'/C_1'$ for both fluxes. The table gives $(-0.274)/(-0.122)=2.25$ for Al and $(-0.309)/(-0.137)=2.26$ for Cr, equal within rounding. The errors in each row cancel in the flux at the centre, so a correct flux does not certify the separate coefficients. The negative $\bar D_{21}$ here is not evidence of a negative cross coefficient.

## Diagnostics from the same data

The second moment was not used in the solution and can test it. On the left side the constants miss it by −1.7 % for Al and 2.6 % for Cr, relative to the true moment. The flux rebuilt as $-\sum_j\bar D_{ij}N_j'$ errs at the cell centres by at most 8.3 % and 2.8 % of the respective peak fluxes. These modest misfits coexist with a $\bar D_{21}$ far outside its true range. The path averages, by comparison, miss the first flux moment by 0.8 % and −5.3 %.

With accurate data, a correct Matano plane and the assumptions of the setting fulfilled, a large misfit would show that one constant matrix is inadequate. A small one shows only that the constants reproduce the quantity tested, and says less about each coefficient.

## Noise and the real couple

On the left side $J_i$ vanishes at the far end and $\xi$ at the Matano plane. Integrating by parts with $dJ_i=\xi\,dN_i/2t$ then gives

$$\int J_i\,dx=-\int\xi\,dJ_i=-\frac{1}{2t}\int\xi^2\,dN_i,$$
$$\int\xi J_i\,dx=-\frac12\int\xi^2\,dJ_i=-\frac{1}{4t}\int\xi^3\,dN_i .$$

The method thus uses second and third moments of the profile, which give great weight to small composition errors far from the plane. The small centroid separation in (7) amplifies them further.

Random errors of 0.05 at.% were added to points 10 µm apart. The points were interpolated without smoothing, the Matano plane was held fixed, and the known alloy compositions were imposed beyond ±400 µm. The standard deviations of $\bar D_{11},\bar D_{12},\bar D_{21},\bar D_{22}$ were 0.49, 0.22, 0.53 and 0.23. The first is 30 % of its coefficient, the second equals its coefficient, and the third is about seven times its coefficient. Treated in this way, a single scan does not determine the cross averages on the left side. These figures depend strongly on the cutoff: moving it to 300 µm reduces them to a little under half, at the cost of a bias of about −0.1 in $\bar D_{11}$, and moving it to 500 µm nearly doubles them. The gain from fitting a smooth profile was not assessed.

Gamma-phase Ni-Cr-Al is relevant to coatings on nickel alloys, and diffusivities of order $10^{-10}$ cm²/s are a rough but reasonable scale at 1100 °C. The composition law is a round model, not an assessed data set. Other departures from the model were sized as follows.

- Partial molar volumes of Al and Cr 15 % and 10 % above that of Ni, as rough values, change the left averages by about 0.005 at most.
- A Matano plane misplaced by 2 µm changes them by about 0.02 at most.
- A 5 K temperature error changes $D$ by $Q\,\delta T/RT^2=8.6$ %, with a rough activation energy $Q$ of 270 kJ/mol.
- Grain boundaries 0.5 nm wide, in 500 µm grains and with a rough diffusivity ratio of $10^4$, add about $3(0.5\ \text{nm}/500\ \text{µm})10^4=3$ % if they act in parallel with the lattice. That averaging requires a diffusion length $\sqrt{Dt}$ well above the grain size. Here it is only about 50 to 80 µm, so the figure is a rough scale and does not describe fast penetration along single boundaries.
- Halves 800 µm thick are effectively infinite here, since the computed composition change at their ends is below the solver's absolute tolerance of $10^{-9}$ at.%.

For these inputs, unsmoothed composition noise is the largest of the measurement errors sized here, in every coefficient. The bias from variable $D$ comes on top of it and would remain with perfect data. The averages are therefore best quoted with their interval and their couple. By (4) they reproduce the flux integrated over that interval in that couple, but they do not carry over to another composition path: for a step in Al alone at 8.7 at.% Cr, where $D_{21}\approx0.26$, the left averages give less than a third of the integrated Cr flux. The numerical output below lists the averages, diagnostics and error estimates for the main couple.

## Table of computed values

```
Temperature 1373.15 K, anneal 100 h
Left alloy Al, Cr: 8.0, 5.0 at.%
Right alloy Al, Cr: 1.0, 20.0 at.%
Model D, left alloy 11,12,21,22: 1.740 0.320 0.150 0.710 1e-10 cm2/s
Model D, right alloy 11,12,21,22: 1.480 0.040 0.600 0.720 1e-10 cm2/s
Constant-D test input 11,12,21,22: 1.600 0.300 0.300 0.700 1e-10 cm2/s
Constant-D largest recovery error: 6.0e-06 1e-10 cm2/s
Constant D, left-side centroids Al, Cr: -64.16, -51.24 um
Constant D, whole couple, moments 0 and 2 11,12,21,22: 1.600 0.300 0.300 0.700 1e-10 cm2/s
Matano flux against Fick flux, largest error: 0.024 %
Highest Al content: 8.00 at.%
Left interval: -600 to 0 um; right is its mirror image
Composition at Matano plane Al, Cr: 4.422, 12.358 at.%
Left: N(x1)-N(x2) Al, Cr: 0.03578, -0.07358 (atom fraction)
Left: 2t[J(x1)-J(x2)] Al, Cr: -2.5605, 3.8259 um
Left: zeroth flux moment Al, Cr: 0.04197, -0.04324 1e-10 cm2/s
Left: first flux moment Al, Cr: -3.3146, 2.1959 1e-10 cm2/s um
Left: centroids Al, Cr: -71.56, -51.99 um
Left: average D 11,12,21,22: 1.618 0.216 0.074 0.624 1e-10 cm2/s
Left: weighting formula 11,12,21,22: 1.617 0.216 0.075 0.624 1e-10 cm2/s
Left: path average 11,12,21,22: 1.657 0.235 0.240 0.705 1e-10 cm2/s
Left: lowest true D 11,12,21,22: 1.602 0.178 0.150 0.701 1e-10 cm2/s
Left: highest true D 11,12,21,22: 1.740 0.320 0.368 0.712 1e-10 cm2/s
Right: average D 11,12,21,22: 1.580 0.133 0.648 0.785 1e-10 cm2/s
Right: path average 11,12,21,22: 1.556 0.123 0.509 0.723 1e-10 cm2/s
Left: second-moment misfit of average D Al, Cr: -1.72, 2.61 %
Left: first-moment misfit of path average Al, Cr: 0.84, -5.28 %
Left: largest rebuilt-flux error / peak Al, Cr: 8.33, 2.78 %
Narrow intervals centred at -60 um
Width 80 um: average D 11,12,21,22: 1.371 0.119 -0.076 0.563 1e-10 cm2/s
Width 40 um: average D 11,12,21,22: 1.377 0.126 -0.079 0.564 1e-10 cm2/s
Width 20 um: average D 11,12,21,22: 1.379 0.128 -0.080 0.564 1e-10 cm2/s
Zero-width formula 11,12,21,22: 1.379 0.128 -0.080 0.564 1e-10 cm2/s
True local D 11,12,21,22: 1.653 0.250 0.229 0.701 1e-10 cm2/s
Neglected effects (changes of left-side average D)
Partial molar volume / that of Ni (rough) Al, Cr: 1.15, 1.10 
Unequal volumes: apparent Matano planes Al, Cr: 0.12, 0.07 um
Unequal volumes: change 11,12,21,22: 0.002 -0.004 0.004 -0.001 1e-10 cm2/s
Probe noise 0.05 at.%, spacing 10 um
Probe noise: standard deviation 11,12,21,22: 0.490 0.217 0.525 0.230 1e-10 cm2/s
Matano plane off by 2 um: change 11,12,21,22: 0.002 -0.009 0.016 0.022 1e-10 cm2/s
Activation energy (rough): 270 kJ/mol
Temperature error 5 K: 8.6 % in D
Boundary width 0.5 nm, grain 500 um
Boundary/lattice D ratio (rough): 1e+04
Grain-boundary share: 3.0 % of lattice D
Change at ends of 800 um halves: 5.6e-12 at.%
```
